# The Kink Atom's Detachment Energy Equals the Bulk Cohesive Energy

An atom on a crystal surface has no single binding energy. In the copper-like model worked out below, an atom alone on a (111) terrace is detached by 2.56 eV, an atom in a complete terrace by 4.19 eV. If the saturated vapour pressure is estimated from a Boltzmann factor, one of these energies must be chosen. At 300 K, where $k_BT=0.0259$ eV, taking the adatom's 2.56 eV in place of the correct 3.50 eV multiplies the pressure by $e^{0.94/0.0259}\approx 6\times10^{15}$, the prefactor being held fixed. The correct choice is the energy of the atom at a kink, the end of an unfinished row at a step. It equals the bulk cohesive energy per atom, although the kink atom is at the surface and has lost half its neighbours.

## Crystal, kink and energy

Consider a crystal with one atom per primitive cell. Its sites are

$$\mathbf R_n=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3, \tag{1}$$

where $\mathbf a_1$ points along the unfinished row, $\mathbf a_2$ leads across the terrace to the next row, and $\mathbf a_3$ leads to the next layer. The kink atom is at the origin. Once it has been removed, the occupied set $C'$ consists of the sites with

$$n_3<0,\quad\text{or}\quad n_3=0,\ n_2<0,\quad\text{or}\quad n_3=n_2=0,\ n_1<0. \tag{2}$$

These are the complete layers, the complete rows of the top layer, and the unfinished row. Before the removal the occupied set was $C=C'\cup\{0\}$.

Shifting $C'$ by $\mathbf a_1$ raises every $n_1$ by one. The first two conditions in (2) do not involve $n_1$, and the third becomes $n_1<1$, that is, $n_1\le 0$. Hence

$$C=C'+\mathbf a_1 . \tag{3}$$

The crystal after the removal is the crystal before it, displaced by one site. This is the repeat property of the kink. It suggests the result but does not yet prove it, since both crystals are infinite and the difference of their energies has to be given a value.

Write the energy as a sum of site energies, $E=\sum_n\varepsilon_n$, where $\varepsilon_n$ depends on which sites within a finite range of $n$ are occupied. It may be any function of that environment, so many-body forces are included. An empty site has $\varepsilon_n=0$, and so has a free atom at rest, which fixes the zero of energy. Atoms stay on ideal lattice sites until relaxation is treated below. In the bulk every site has the same energy $\varepsilon_{\rm bulk}$, and the cohesive energy per atom is $E_{\rm coh}=-\varepsilon_{\rm bulk}$.

The detachment energy, positive for a bound atom, is the final energy minus the initial one:

$$E_{\rm kink}=\sum_n\left[\varepsilon_n(C')-\varepsilon_n(C)\right]. \tag{4}$$

Because the range is finite, only sites near the origin contribute, and the sum is finite.

## Pair forces: half of every shell

Let the energy first be a sum of pair energies $V(\mathbf r)=V(-\mathbf r)$. Each pair energy is shared equally between its two atoms, so

$$E_{\rm coh}=-\tfrac12\sum_{\mathbf r\neq0}V(\mathbf r). \tag{5}$$

The factor one half prevents double counting when site energies are added. Detaching one atom, in contrast, destroys the whole of each of its pair energies:

$$E_{\rm kink}=-\sum_{\mathbf r\in C'}V(\mathbf r). \tag{6}$$

To compare the two sums, read the indices of a site $\mathbf r\ne0$ in the order $n_3,n_2,n_1$. By (2), the site belongs to $C'$ if the first nonzero index is negative. Replacing $\mathbf r$ by $-\mathbf r$ reverses that sign, so one member of each pair $\pm\mathbf r$ is occupied and the other is empty. Therefore

$$\sum_{\mathbf r\ne0}V(\mathbf r)=\sum_{\mathbf r\in C'}\left[V(\mathbf r)+V(-\mathbf r)\right]=2\sum_{\mathbf r\in C'}V(\mathbf r). \tag{7}$$

Solving (7) for the sum over $C'$ and inserting it in (6) gives (5), so $E_{\rm kink}=E_{\rm coh}$. The kink atom has half the bulk neighbours in every shell, which is why its position is called the half-crystal site. In the face-centred cubic (fcc) lattice the first three shells hold 6, 3 and 12 neighbours of the kink atom, against 12, 6 and 24 in the bulk.

## Many-body forces: three telescoping sums

In a metal the energy of a bond depends on how many other bonds its atoms have, and counting bonds is no longer enough. The repeat property still is. Moving the whole crystal together with the observed site changes no site energy, so (3) gives

$$\varepsilon_{n_1n_2n_3}(C)=\varepsilon_{n_1-1,\,n_2n_3}(C'). \tag{8}$$

Fix $n_2$ and $n_3$, and write $f(n_1)=\varepsilon_{n_1n_2n_3}(C')$. The part of (4) from this line of sites, cut off at $\pm M$, is

$$\sum_{n_1=-M}^{M}\left[f(n_1)-f(n_1-1)\right]=f(M)-f(-M-1), \tag{9}$$

since every intermediate term appears once with each sign. For $M$ well beyond the interaction range, the two remaining terms belong to sites that cannot sense the kink. Far ahead of it, the crystal looks like a straight step whose row $n_2=n_3=0$ is absent. Call that crystal $T'$. Far behind it, the same row is complete. Call that crystal $T$. Summing (9) over all lines gives

$$E_{\rm kink}=\sum_{n_2,n_3}\left[\varepsilon_{0n_2n_3}(T')-\varepsilon_{0n_2n_3}(T)\right]. \tag{10}$$

The right side is the energy, per atom, of removing a complete row from a straight step.

That removal also reproduces the surface, since $T=T'+\mathbf a_2$. Hence $\varepsilon_{0n_2n_3}(T)=\varepsilon_{0,n_2-1,n_3}(T')$, and the sum over $n_2$ telescopes as in (9). Its end at large positive $n_2$ lies on the lower terrace, where layer $n_3=0$ is absent. Its end at large negative $n_2$ lies on the upper terrace, where that layer is complete. With $F'$ and $F$ for these two flat crystals,

$$E_{\rm kink}=\sum_{n_3}\left[\varepsilon_{00n_3}(F')-\varepsilon_{00n_3}(F)\right], \tag{11}$$

the energy per atom of removing a complete layer.

Finally $F=F'+\mathbf a_3$, so $\varepsilon_{00n_3}(F)=\varepsilon_{00,n_3-1}(F')$. The sum over $n_3$ leaves the site energy far above the surface, which is zero, minus the site energy deep below it:

$$E_{\rm kink}=0-\varepsilon_{\rm bulk}=E_{\rm coh}. \tag{12}$$

The surface and step energies have dropped out because each removal leaves the same surface and the same step behind. The proof requires a row, a terrace and a crystal that are long compared with the interaction range. Forces of long range, such as those between ions, need a separate discussion of convergence.

## A copper-like example

Take an fcc crystal with $E_{\rm coh}=3.5$ eV (337.7 kJ/mol) and nearest-neighbour distance $r_0=0.255$ nm, rough values for copper. The site energy is of the second-moment tight-binding form,

$$\varepsilon_n=A\sum_j e^{-P(r_{nj}/r_0-1)}-\xi\Big[\sum_j e^{-2Q(r_{nj}/r_0-1)}\Big]^{1/2}, \tag{13}$$

with $j$ running over the occupied sites in three neighbour shells. The first term is a pair repulsion. The square root makes the bonding a many-body energy. With the round values $P=11$ and $Q=2.3$, the requirements $\varepsilon_{\rm bulk}=-3.5$ eV and zero pressure give $A=0.0834$ eV and $\xi=1.217$ eV.

In the bulk the two sums in (13) are 12.071 and 13.720, so that

$$\varepsilon_{\rm bulk}=0.0834\times12.071-1.217\times\sqrt{13.720}=-3.50\ \text{eV}. \tag{14}$$

For the kink atom both sums are halved, because every shell is halved:

$$\varepsilon_0(C)=0.0834\times6.035-1.217\times\sqrt{6.860}=-2.68\ \text{eV}. \tag{15}$$

This is not $-E_{\rm coh}$. Halving the neighbours reduces the square root only by the factor $1/\sqrt2$. Nor is (15) the whole detachment energy, since the atoms left behind lose a neighbour and their site energies rise, by 0.82 eV in total. The sum is $2.68+0.82=3.50$ eV, as (12) requires. With pair forces the two parts would be equal, 1.75 eV each.

The detachment energies on the rigid (111) surface, each obtained by summing the changes of all affected site energies, are:

| Atom removed | Nearest neighbours | Energy (eV) |
|---|---:|---:|
| terrace adatom (fcc hollow) | 3 | 2.56 |
| at a straight step | 5 | 3.23 |
| kink | 6 | 3.50 |
| in a complete edge | 7 | 3.76 |
| in a complete terrace | 9 | 4.19 |
| in the bulk | 12 | 4.78 |

Of these six sites, the kink alone gives $E_{\rm coh}$. A kink on the (001) surface gives 3.50 eV as well, although its terrace and step are different. The intermediate results (10) and (11), evaluated separately, are also 3.50 eV per atom.

The last line of the table shows the use of the kink as a reservoir. Taking an atom out of the bulk costs 4.78 eV, and putting it back at a kink returns 3.50 eV. The difference, 1.28 eV, is the energy of forming a vacancy in the rigid model.

## Starting and finishing a row

Growth runs the removals backwards. Each atom added at a kink of a long row releases $E_{\rm coh}$, but the first atoms of a new row do not. At the straight step used here the first atom releases 3.2257 eV, which is 0.2743 eV too little. (The (111) surface has a second kind of close-packed step, for which this value differs by less than 0.001 eV.) The second releases 3.5185 eV, which is 0.0185 eV too much. From the third onwards the release is 3.5000 eV to the digits given.

The small excess of the second atom comes from the square root in (13). This atom has the same neighbours within range as a kink atom, because the next site of the row that could distinguish them is $2r_0$ away, beyond the third shell. Its partner in the row, however, goes from 5 to 6 nearest neighbours, whereas the last atom of a long row goes from 6 to 7. The pair repulsion changes equally in both cases. With nearest neighbours alone, the extra bonding energy is

$$\xi\left[(\sqrt6-\sqrt5)-(\sqrt7-\sqrt6)\right]=1.217\times0.0172=0.021\ \text{eV}, \tag{16}$$

close to the 0.0185 eV found with all three shells.

In this model the equality is strict from the fourth atom on. A site energy can link the two ends of the row only if its site lies within the third-shell distance $\sqrt3\,r_0$ of both the atom removed and the first missing site beyond the other end. These are $m r_0$ apart for a row of $m$ atoms, and $m\ge4$ exceeds $2\sqrt3=3.46$.

A row of $L\ge4$ atoms therefore releases

$$E_{\rm row}(L)=L\,E_{\rm coh}-W,\qquad W=0.2743-0.0185=0.256\ \text{eV}. \tag{17}$$

Here $W$ is the cost of the two kinks at the ends of the row. For 20 atoms, a length of 5.1 nm, the mean release is below $E_{\rm coh}$ by $0.256/20=0.013$ eV per atom.

The cost is returned when the row is completed. Suppose that the step is closed on itself with $L$ sites. Filling the row turns one straight step into another, and by (10) and (12) this releases $L\,E_{\rm coh}$ in total. The deficit $W$ at the start must then be balanced by an equal excess when the two kinks meet. Layer filling thus consists of many neutral kink additions between a costly start and a favourable end of each row. Starting a new layer is costlier still, since the first adatom releases 0.94 eV less than a kink atom.

## More than one atom per cell

If the primitive cell holds several atoms, removing one of them need not reproduce the surface. It still does on the basal face of a hexagonal close-packed crystal, where each layer has one atom per surface cell, but not in the diamond example below. Removing the whole cell at the kink defined by (2) does reproduce the surface. The argument from (8) to (12) then applies with $\varepsilon_n$ read as the energy of a cell, and it shows that the detachment energies of the atoms in one cell add up to the cohesive energy of the cell. Their mean equals $E_{\rm coh}$, but the single values need not.

The diamond structure with equal nearest-neighbour bonds is a simple case. Each bulk atom has four bonds, each shared by two atoms, so the cohesive energy is two bonds per atom. Take for $\mathbf a_1,\mathbf a_2,\mathbf a_3$ three shortest lattice vectors at 60° to one another, with the first atom of each cell at the lattice point and the second displaced from it by $(\mathbf a_1+\mathbf a_2+\mathbf a_3)/4$. The second atom is then bonded to the first atoms of its own cell and of the cells displaced by $\mathbf a_1$, $\mathbf a_2$ and $\mathbf a_3$. At this kink those three cells are empty, so the second atom is held by a single bond, to its partner in the same cell. When it has gone, the partner is held by three, to the occupied cells displaced by $-\mathbf a_1$, $-\mathbf a_2$ and $-\mathbf a_3$. The removals cut 1 and 3 bonds, with mean 2. Neither equals the cohesive energy per atom. The split depends on the kink: if the row is filled from the other side, with $-\mathbf a_1$ in place of $\mathbf a_1$ in (1), the two removals cut 2 and 2 bonds. Only the mean is fixed.

## Relaxation

Real surface atoms move off the ideal sites. Consider a thick slab whose faces carry a periodic array of kinks, with fixed periods along the surface, and let $N$ be the number of atoms per kink. When the faces are too far apart to influence each other,

$$E(N)=N\varepsilon_{\rm bulk}+E_{\rm top}+E_{\rm bottom}, \tag{18}$$

where the last two terms contain the energy of the faces, relaxation included. Removing one atom from every kink of the top face shifts that face by $-\mathbf a_1$ and leaves its structure unchanged, provided the face is not reconstructed with a longer period along the row; if it is, only the removal of a whole reconstructed period repeats the face, and the result holds for the mean. Hence $E_{\rm top}$ and $E_{\rm bottom}$ cancel in the difference:

$$E(N-1)-E(N)=-\varepsilon_{\rm bulk}=E_{\rm coh}. \tag{19}$$

This was tested on relaxed slabs of 144 and 143 atoms per cell, with a kink every four atoms along each step and a step every three rows. Relaxation lowers the energy by 0.043 eV per kink on each face, yet the detachment energy differs from 3.5 eV by less than 0.001 meV. The result concerns the removal of one atom from every kink together. Removing a single atom changes the spacing between that kink and its neighbours, and the associated elastic energy was not computed.

Sites that do not repeat have no such protection. Relaxation changes the adatom's energy from 2.56 to 2.64 eV and that of the terrace atom from 4.19 to 4.17 eV.

## Equilibrium with the vapour

Because adding an atom at a kink leaves the surface unchanged, the free energy changes by $\mu_{\rm bulk}-\mu_{\rm gas}$ with no surface term. Growth at kinks is neutral when the two chemical potentials are equal. For a dilute gas of atoms of mass $m$ and ground-state degeneracy $g$,

$$\mu_{\rm gas}=k_BT\ln\frac{p\lambda^3}{g\,k_BT},\qquad \lambda=\frac{h}{\sqrt{2\pi mk_BT}}. \tag{20}$$

For the solid $\mu_{\rm bulk}=-E_{\rm coh}+f_{\rm vib}$, where $f_{\rm vib}$ is the vibrational free energy per atom and the small term from the pressure on the solid is neglected. Equating the two and solving for $p$ gives the saturated pressure

$$p_{\rm eq}=\frac{g\,k_BT}{\lambda^3}\,e^{f_{\rm vib}/k_BT}\,e^{-E_{\rm coh}/k_BT}. \tag{21}$$

The last factor contains the kink energy, which settles the choice posed at the beginning.

## The model beside real copper

The cohesive energy and atomic spacing are typical of copper, but they were put in. The other site energies are predictions of the simple form (13), not measurements or first-principles results. They depend on the range kept: with $A$ and $\xi$ refitted, they move by about 0.01 eV for five shells and by up to 0.19 eV for nearest neighbours alone, while the kink stays at 3.50 eV. The model's vacancy energy, 1.28 eV rigid and 1.26 eV after relaxation at fixed volume, is near the rough measured size of 1.3 eV, which does not by itself confirm the surface values. Real copper also vibrates. With a rough Debye temperature of 340 K, the zero-point energy is 0.033 eV per atom, about 1% of $E_{\rm coh}$. At 300 K the solid has a vibrational energy of 0.082 eV per atom and the gas an enthalpy of $\tfrac52k_BT=0.065$ eV, so the sublimation enthalpy is about 0.02 eV below the static 3.5 eV. These shifts change the value of the bulk energy. They do not separate the kink from the bulk when (18) is written for the free energy, because the faces cancel there in the same way. Adsorbed impurities can separate them: an impurity near the kink that stays in place when the kink moves on has a different position relative to the new kink, so the surface is no longer reproduced and (3) fails. The numerical output follows.

## Computed results

```
INPUT
cohesive energy 3.500 eV = 337.7 kJ/mol
nearest-neighbour distance 0.255 nm
decay constants P = 11.0, Q = 2.3
solved strengths A = 0.08340 eV, XI = 1.21668 eV
NEIGHBOURS OF KINK ATOM / BULK ATOM
shell 1: 6 / 12
shell 2: 3 / 6
shell 3: 12 / 24
DETACHMENT ENERGY, RIGID (111), nearest neighbours
terrace adatom: 2.5590 eV, 3
atom at straight step: 3.2257 eV, 5
kink atom: 3.5000 eV, 6
atom in complete edge: 3.7575 eV, 7
atom in terrace: 4.1890 eV, 9
atom in bulk: 4.7844 eV, 12
kink atom on (001): 3.5000 eV
kink atom's own site energy: -2.6834 eV
part from neighbours' changes: 0.8166 eV
complete row removed: 3.5000 eV/atom
complete layer removed: 3.5000 eV/atom
END ATOM OF A SHORT ROW
row of 1: 3.2257 eV
row of 2: 3.5185 eV
row of 3: 3.5000 eV
row of 4: 3.5000 eV
row of 5: 3.5000 eV
cost of the two kinks: 0.2558 eV
row of 20 (5.1 nm), mean shortfall: 0.0128 eV/atom
DIAMOND STRUCTURE, BONDS CUT
first atom 1, second atom 3, bulk bonds per atom 2
RELAXED KINKED SLAB
atoms per cell: 144 and 143
relaxation gain per kink and face: 0.0433 eV
relaxed detachment energy: 3.50000 eV
difference from cohesive energy: -0.0004 meV
RELAXED, OTHER SITES
terrace adatom: 2.6401 eV
atom in terrace: 4.1705 eV
NEGLECTED VIBRATIONS
Debye temperature 340 K, temperature 300 K
zero-point energy: 0.0330 eV/atom
vibrational energy of solid: 0.0825 eV/atom
gas enthalpy 5kT/2: 0.0646 eV/atom
shift of sublimation enthalpy: -0.0178 eV/atom
```
